# Splitting the product of two vectors and matching it to Clebsch-Gordan coupling: a program that tests the result

```python
# Result under test: the product a_i b_j of two real vectors splits into
#   (a.b) delta_ij/3  +  (1/2) eps_ijk (a x b)_k  +  S_ij  (traceless symmetric),
# of dimensions 1, 3, 5, and these are the L = 0, 1, 2 channels of
# Clebsch-Gordan coupling, with T0 = -a.b/sqrt(3), T1 = i (a x b)/sqrt(2),
# and five real L = 2 components that are fixed combinations of S_ij.
# Real harmonics are ordered m = -L..L; for L = 1 this is (y, z, x).
# All vectors are dimensionless.
import math
import numpy as np
import sympy as sp
from scipy.special import lpmv
from sympy.physics.quantum.cg import CG

rng = np.random.default_rng(7)
eye = np.eye(3)
eps = np.array([[[float(sp.LeviCivita(i, j, k)) for k in range(3)]
                 for j in range(3)] for i in range(3)])


def complex_harmonics(l, r):
    """Y_lm at unit vectors r (3, N), Condon-Shortley phase, m = -l..l."""
    x, y, z = r
    phi = np.arctan2(y, x)
    rows = {}
    for m in range(l + 1):
        norm = math.sqrt((2*l + 1)/(4*math.pi)
                         * math.factorial(l - m)/math.factorial(l + m))
        rows[m] = norm*lpmv(m, l, z)*np.exp(1j*m*phi)
        if m > 0:
            rows[-m] = (-1)**m*np.conj(rows[m])
    return np.array([rows[m] for m in range(-l, l + 1)])


def real_harmonics(l, r):
    """Real harmonics written as normalized Cartesian polynomials."""
    x, y, z = r
    if l == 0:
        return np.array([np.ones_like(x)])/math.sqrt(4*math.pi)
    if l == 1:
        return math.sqrt(3/(4*math.pi))*np.array([y, z, x])
    return math.sqrt(15/(4*math.pi))*np.array(
        [x*y, y*z, (3*z*z - 1)/(2*math.sqrt(3)), x*z, (x*x - y*y)/2])


# Quadrature on the unit sphere, exact for the low degrees used here
nodes, node_weights = np.polynomial.legendre.leggauss(8)
n_phi = 16
angles = 2*np.pi*np.arange(n_phi)/n_phi
cos_t, phi_grid = np.meshgrid(nodes, angles, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
sphere = np.array([(sin_t*np.cos(phi_grid)).ravel(),
                   (sin_t*np.sin(phi_grid)).ravel(), cos_t.ravel()])
weights = np.repeat(node_weights*2*np.pi/n_phi, n_phi)

# Complex-to-real transformation, obtained from overlap integrals
to_real = {}
for L in range(3):
    U = (real_harmonics(L, sphere)*weights) @ complex_harmonics(L, sphere).conj().T
    assert np.allclose(U @ U.conj().T, np.eye(2*L + 1), atol=1e-12)
    stated = np.zeros((2*L + 1, 2*L + 1), complex)
    stated[L, L] = 1
    for m in range(1, L + 1):
        stated[L + m, L + m] = (-1)**m/math.sqrt(2)
        stated[L + m, L - m] = 1/math.sqrt(2)
        stated[L - m, L - m] = 1j/math.sqrt(2)
        stated[L - m, L + m] = -1j*(-1)**m/math.sqrt(2)
    assert np.allclose(U, stated, atol=1e-12)
    to_real[L] = U

# Coupling tensors built from Clebsch-Gordan coefficients and harmonics
spherical = math.sqrt(4*math.pi/3)*complex_harmonics(1, eye)
cg_exact = {(L, M, p, q): CG(1, p, 1, q, L, M).doit()
            for L in range(3) for M in range(-L, L + 1)
            for p in (-1, 0, 1) for q in (-1, 0, 1) if p + q == M}
coupling = {}
for L in range(3):
    table = np.zeros((2*L + 1, 3, 3))
    for (L2, M, p, q), value in cg_exact.items():
        if L2 == L:
            table[M + L, p + 1, q + 1] = float(value)
    coupling[L] = np.einsum("rm,mpq,pi,qj->rij", to_real[L], table,
                            spherical, spherical)


def couple(L, a, b):
    return np.einsum("rij,i,j->r", coupling[L], a, b)


def cartesian_parts(t):
    scalar = np.trace(t)*eye/3
    anti = (t - t.T)/2
    return scalar, anti, (t + t.T)/2 - scalar


def derived_components(a, b):
    """Claimed Cartesian form of the real coupled components."""
    s2, s6 = math.sqrt(2), math.sqrt(6)
    c = np.cross(a, b)
    return [np.array([-a @ b/math.sqrt(3)]),
            1j*c[[1, 2, 0]]/s2,
            np.array([(a[0]*b[1] + a[1]*b[0])/s2, (a[1]*b[2] + a[2]*b[1])/s2,
                      (3*a[2]*b[2] - a @ b)/s6, (a[0]*b[2] + a[2]*b[0])/s2,
                      (a[0]*b[0] - a[1]*b[1])/s2])]


def tensor_from_five(t):
    """Claimed inverse: S_ij from the five real L = 2 components."""
    s2, s6 = math.sqrt(2), math.sqrt(6)
    xy, yz, xz = t[0]/s2, t[1]/s2, t[3]/s2
    return np.array([[t[4]/s2 - t[2]/s6, xy, xz],
                     [xy, -t[4]/s2 - t[2]/s6, yz],
                     [xz, yz, math.sqrt(2/3)*t[2]]])


# Coupled components, inverse formula, cross product and norm budget
for _ in range(10):
    a, b = rng.normal(size=(2, 3))
    for L in range(3):
        assert np.allclose(couple(L, a, b), derived_components(a, b)[L], atol=1e-12)
    scalar, anti, S = cartesian_parts(np.outer(a, b))
    assert np.allclose(anti, 0.5*np.einsum("ijk,k->ij", eps, np.cross(a, b)))
    assert np.allclose(tensor_from_five(couple(2, a, b)), S, atol=1e-12)
    ab, c = a @ b, np.cross(a, b)
    assert np.isclose((a @ a)*(b @ b), ab**2/3 + c @ c/2 + np.sum(S**2))
    assert np.isclose(np.sum(S**2), (a @ a)*(b @ b)/2 + ab**2/6)

# L = 1 coefficients keep the epsilon form in the order (y, z, x)
ordered = coupling[1][:, [1, 2, 0], :][:, :, [1, 2, 0]]
assert np.allclose(ordered, 1j*eps/math.sqrt(2), atol=1e-12)

# Cartesian projectors equal the Clebsch-Gordan projectors
dimensions = []
for L in range(3):
    columns = [cartesian_parts(unit.reshape(3, 3))[L].ravel() for unit in np.eye(9)]
    projector = np.array(columns).T
    flat = coupling[L].reshape(2*L + 1, 9)
    assert np.allclose(projector, flat.conj().T @ flat, atol=1e-12)
    dimensions.append(int(np.linalg.matrix_rank(projector)))
assert dimensions == [1, 3, 5]

# Matrices commuting with all rotations: dimension 3 means that the three
# parts are irreducible and mutually inequivalent
blocks = []
for k in range(3):
    g = -eps[k]
    G = np.kron(g, eye) + np.kron(eye, g)
    blocks.append(np.kron(G, np.eye(9)) - np.kron(np.eye(9), G.T))
commutant = 81 - int(np.linalg.matrix_rank(np.vstack(blocks), tol=1e-9))
assert commutant == 3

# Rotations and reflections, with matrices D taken from harmonics
for sign in (1, -1):
    Q = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    Q = Q*sign*np.sign(np.linalg.det(Q))
    a, b = rng.normal(size=(2, 3))
    for L in range(3):
        D = (real_harmonics(L, Q @ sphere)*weights) @ real_harmonics(L, sphere).T
        parity = sign if L == 1 else 1
        assert np.allclose(couple(L, Q @ a, Q @ b), parity*D @ couple(L, a, b))
        # b axial: every channel acquires one more factor det(Q)
        assert np.allclose(couple(L, Q @ a, sign*Q @ b),
                           sign*parity*D @ couple(L, a, b))
    S_old = cartesian_parts(np.outer(a, b))[2]
    S_new = cartesian_parts(np.outer(Q @ a, Q @ b))[2]
    assert np.allclose(S_new, Q @ S_old @ Q.T)

# A vector coupled with itself
r = rng.normal(size=3)
r /= np.linalg.norm(r)
self_factor = math.sqrt(8*math.pi/15)
assert np.allclose(couple(1, r, r), 0, atol=1e-12)
assert np.allclose(couple(2, r, r), self_factor*real_harmonics(2, r[:, None])[:, 0])

# Symbolic angular momentum acting on bilinear functions of a and b
A = sp.symbols("ax ay az", real=True)
B = sp.symbols("bx by bz", real=True)


def ang_mom(k, f):
    i, j = (k + 1) % 3, (k + 2) % 3
    return sp.expand(sum(-sp.I*(v[i]*sp.diff(f, v[j]) - v[j]*sp.diff(f, v[i]))
                         for v in (A, B)))


def spherical_symbols(v):
    return {1: -(v[0] + sp.I*v[1])/sp.sqrt(2), 0: v[2],
            -1: (v[0] - sp.I*v[1])/sp.sqrt(2)}


def is_zero(f):
    return sp.simplify(sp.expand(f)) == 0


sa, sb = spherical_symbols(A), spherical_symbols(B)
T = {(L, M): sp.expand(sum(value*sa[p]*sb[q]
                         for (L2, M2, p, q), value in cg_exact.items()
                         if (L2, M2) == (L, M)))
     for L in range(3) for M in range(-L, L + 1)}
for (L, M), f in T.items():
    lowered = ang_mom(0, f) - sp.I*ang_mom(1, f)
    raised = ang_mom(0, f) + sp.I*ang_mom(1, f)
    assert is_zero(lowered - sp.sqrt(L*(L + 1) - M*(M - 1))*T.get((L, M - 1), 0))
    assert is_zero(raised - sp.sqrt(L*(L + 1) - M*(M + 1))*T.get((L, M + 1), 0))
    assert is_zero(ang_mom(2, f) - M*f)
assert is_zero(T[2, 2] - sa[1]*sb[1])
assert is_zero(T[1, 1] - (sa[1]*sb[0] - sa[0]*sb[1])/sp.sqrt(2))
assert is_zero(T[0, 0] - (sa[1]*sb[-1] - sa[0]*sb[0] + sa[-1]*sb[1])/sp.sqrt(3))

# Worked example
a = np.array([1.0, 2.0, 2.0])
b = np.array([3.0, 0.0, 4.0])
product = np.outer(a, b)
scalar, anti, S = cartesian_parts(product)
assert np.allclose(scalar + anti + S, product)
cross = np.cross(a, b)
channels = [couple(L, a, b) for L in range(3)]
norms = [float(np.sum(np.abs(t)**2)) for t in channels]
assert np.isclose(sum(norms), np.sum(product**2))
for part, norm in zip((scalar, anti, S), norms):
    assert np.isclose(np.sum(part**2), norm)
mirror = np.diag([-1.0, 1.0, 1.0])
reflected_cross = mirror @ cross
cross_of_reflected = np.cross(mirror @ a, mirror @ b)
assert np.allclose(cross_of_reflected, -reflected_cross)


def show(values):
    return "(" + ", ".join(f"{float(v) + 0.0:.4f}" for v in values) + ")"


def show_matrix(label, matrix):
    for name, row in zip("xyz", matrix):
        print(f"{label}, row {name}: {show(row)}")


print("All values are dimensionless")
print("dimensions of the three parts:", dimensions)
print("dimension of matrices commuting with rotations:", commutant)
print("a (x,y,z):", show(a))
print("b (x,y,z):", show(b))
show_matrix("product a_i b_j", product)
print(f"a.b = {a @ b:.4f}")
print(f"scalar part, each diagonal entry = {scalar[0, 0]:.4f}")
print("a x b (x,y,z):", show(cross))
show_matrix("antisymmetric part", anti)
show_matrix("traceless symmetric part S", S)
print(f"trace of S = {abs(np.trace(S)):.4f}")
print(f"T0 = {channels[0][0].real:.4f}")
print("T1 divided by i, order (y,z,x):", show(channels[1].imag))
print("T2, order m=-2..2:", show(channels[2].real))
for L in range(3):
    print(f"squared norm of L={L} part = {norms[L]:.4f}"
          f", share of total = {100*norms[L]/sum(norms):.2f} %")
print(f"|a|^2 = {a @ a:.4f}, |b|^2 = {b @ b:.4f}")
print(f"|a x b|^2 = {cross @ cross:.4f}")
print(f"total squared norm |a|^2 |b|^2 = {(a @ a)*(b @ b):.4f}")
print("reflected a (x -> -x):", show(mirror @ a))
print("reflected b (x -> -x):", show(mirror @ b))
print("a x b reflected as a polar vector:", show(reflected_cross))
print("cross product of reflected a and b:", show(cross_of_reflected))
print(f"self-coupling factor sqrt(8 pi/15) = {self_factor:.6f}")
print("checks complete")
```

It prints:

```
All values are dimensionless
dimensions of the three parts: [1, 3, 5]
dimension of matrices commuting with rotations: 3
a (x,y,z): (1.0000, 2.0000, 2.0000)
b (x,y,z): (3.0000, 0.0000, 4.0000)
product a_i b_j, row x: (3.0000, 0.0000, 4.0000)
product a_i b_j, row y: (6.0000, 0.0000, 8.0000)
product a_i b_j, row z: (6.0000, 0.0000, 8.0000)
a.b = 11.0000
scalar part, each diagonal entry = 3.6667
a x b (x,y,z): (8.0000, 2.0000, -6.0000)
antisymmetric part, row x: (0.0000, -3.0000, -1.0000)
antisymmetric part, row y: (3.0000, 0.0000, 4.0000)
antisymmetric part, row z: (1.0000, -4.0000, 0.0000)
traceless symmetric part S, row x: (-0.6667, 3.0000, 5.0000)
traceless symmetric part S, row y: (3.0000, -3.6667, 4.0000)
traceless symmetric part S, row z: (5.0000, 4.0000, 4.3333)
trace of S = 0.0000
T0 = -6.3509
T1 divided by i, order (y,z,x): (1.4142, -4.2426, 5.6569)
T2, order m=-2..2: (4.2426, 5.6569, 5.3072, 7.0711, 2.1213)
squared norm of L=0 part = 40.3333, share of total = 17.93 %
squared norm of L=1 part = 52.0000, share of total = 23.11 %
squared norm of L=2 part = 132.6667, share of total = 58.96 %
|a|^2 = 9.0000, |b|^2 = 25.0000
|a x b|^2 = 104.0000
total squared norm |a|^2 |b|^2 = 225.0000
reflected a (x -> -x): (-1.0000, 2.0000, 2.0000)
reflected b (x -> -x): (-3.0000, 0.0000, 4.0000)
a x b reflected as a polar vector: (-8.0000, 2.0000, -6.0000)
cross product of reflected a and b: (8.0000, -2.0000, 6.0000)
self-coupling factor sqrt(8 pi/15) = 1.294417
checks complete
```
